# Matching a 2-ohm Capacitive Discharge to 50 Ohms at 13.56 MHz

## Problem

A radiofrequency generator with real internal resistance $R_0=50\ \Omega$ drives a capacitively coupled discharge at $f=13.56$ MHz. Between them stands a matching box with two lossless elements: a capacitor $C$ across the source terminals, and a series coil leading to the load. At the output terminals of the box the load is $Z_L=R-jX_s$, with $R=2\ \Omega$ and a capacitive reactance of size $X_s\ge 0$ caused by the sheaths.

**(a)** Find the conditions for a match and show that $C$ must be about 1.15 nF, whatever the value of $X_s$.

**(b)** Show that a shunt capacitor on the load side of the coil cannot produce the match.

**(c)** Model the discharge as two equal sheaths with uniform ion density $n$. Find $X_s$, the mean sheath voltage and the resistance that represents the power taken up by the ions. Evaluate them for an argon discharge with electrode diameter 300 mm, $n=10^{10}\ \mathrm{cm^{-3}}$, electron temperature 3 eV and 300 W absorbed.

**(d)** Find the coil, the currents and the voltages, and the new coil setting at 150 W.

**(e)** How sensitive is the match to small tuning errors, and how far do coil loss and stray capacitance move $C$?

Amplitudes are peak values, and the time factor is $e^{+j\omega t}$, so that an inductor has reactance $+\omega L$ and a capacitor $-1/(\omega C)$.

## Solution

### (a) The matching condition

The coil and the load reactance are in series, so only their sum matters to the source:
$$X=\omega L-X_s .$$
The shunt capacitor is in parallel with this arm, and parallel admittances add:
$$Y=j\omega C+\frac{1}{R+jX}
=\frac{R}{R^2+X^2}+j\left(\omega C-\frac{X}{R^2+X^2}\right).$$
The second form follows on multiplying numerator and denominator of the fraction by $R-jX$.

The generator delivers its full available power when it sees the complex conjugate of its own impedance. That impedance is real, so we need $Y=1/R_0$. The real part gives
$$\frac{R}{R^2+X^2}=\frac1{R_0}
\quad\Rightarrow\quad R^2+X^2=RR_0
\quad\Rightarrow\quad X^2=R(R_0-R).$$
A real $X$ different from zero requires $R<R_0$. The imaginary part gives
$$\omega C=\frac{X}{R^2+X^2}=\frac{X}{RR_0}.$$
A capacitor has $C>0$, which selects the root $X>0$: the series arm must be inductive as a whole. With $q=X/R=\sqrt{R_0/R-1}$,
$$\boxed{\,C=\frac{q}{\omega R_0}=\frac{1}{2\pi f R_0}\sqrt{\frac{R_0}{R}-1}\,}$$

For the given values $q=\sqrt{25-1}=4.899$, $X=qR=9.798\ \Omega$ and $\omega=8.52\times10^7\ \mathrm{s^{-1}}$. Hence
$$C=\frac{4.899}{(8.52\times10^{7}\ \mathrm{s^{-1}})(50\ \Omega)}=1.15\ \mathrm{nF}.$$
The load reactance has dropped out, because the coil is adjusted until $\omega L=X+X_s$.

The root $X<0$ also solves the equations, with a shunt susceptance of $-97.98$ mS. This is an inductor of 119.8 nH in place of the capacitor. The value 1.15 nF is therefore required once the shunt element is chosen to be a capacitor.

Two limits show how the formula behaves. As $R\to R_0$, no transformation is needed and $C\to0$. For $R\ll R_0$ the 1 under the root can be dropped, and $C\approx1/(\omega\sqrt{RR_0})$. At $R=2\ \Omega$ this is too large by the factor $\sqrt{25/24}$, or 2 %. A smaller load resistance thus needs a larger capacitor.

### (b) Why the capacitor is on the source side

Write the load admittance as $G+jB_L$:
$$\frac1{R-jX_s}=\frac{R+jX_s}{R^2+X_s^2},\qquad
G=\frac{R}{R^2+X_s^2},\quad B_L=\frac{X_s}{R^2+X_s^2}\ge0 .$$
A capacitor $C'$ across the load adds $\omega C'>0$ to the susceptance. The series resistance of the combination is
$$R'=\mathrm{Re}\,\frac{1}{G+j(B_L+\omega C')}
=\frac{G}{G^2+(B_L+\omega C')^2}.$$
At $C'=0$ this equals $R$. Since $B_L\ge0$, any positive $C'$ enlarges the denominator, so $R'<R$. A lossless series coil changes only the reactance and cannot lift $R'$ from below 2 Ω to 50 Ω. The capacitor must therefore be on the source side.

The argument depends on the signs. A shunt inductor across a capacitive load can cancel part of $B_L$ and raise $R'$, at most to $1/G=(R^2+X_s^2)/R$. With the sheath reactance found below, this is about 2270 Ω, so an inductive shunt on the load side could serve.

### (c) The discharge as a load

**Motion of the electron edges.** Let the ions be immobile on the radiofrequency time scale, with uniform density $n$. The electrons fill the bulk up to a sharp edge and are absent from the sheaths. The field in the bulk is neglected for the moment.

Let $x$ run from electrode $a$ into the plasma, and let $s_a$ be the width of the sheath there. Poisson's equation in the sheath is $dE/dx=en/\varepsilon_0$. With $E(s_a)=0$,
$$E(x)=-\frac{en}{\varepsilon_0}(s_a-x),\qquad 0<x<s_a .$$
The displacement current in the $+x$ direction is
$$I=\varepsilon_0A\,\frac{\partial E}{\partial t}=-enA\,\frac{ds_a}{dt}.$$
For $I=I_0\cos\omega t$, integration gives $s_a=\text{const}-s_0\sin\omega t$ with
$$s_0=\frac{I_0}{en\omega A}.$$
The constant follows from charge balance. Ions leave steadily, so electrons must also reach each electrode, and in this model they do so when the edge just touches it once per cycle. The smallest width is then zero, and the constant is $s_0$. The bulk moves as a whole, so the opposite sheath is widest when this one is narrowest:
$$s_a=s_0(1-\sin\omega t),\qquad s_b=s_0(1+\sin\omega t).$$

**Reactance.** The potential of electrode $a$ relative to the plasma is
$$\phi_a-\phi_p=\int_0^{s_a}E\,dx=-\frac{en}{2\varepsilon_0}s_a^2,$$
and the same holds for $b$ with $s_b$. The voltage across the discharge is
$$\phi_a-\phi_b=-\frac{en}{2\varepsilon_0}(s_a^2-s_b^2)
=-\frac{en}{2\varepsilon_0}(s_a-s_b)(s_a+s_b).$$
Here $s_a-s_b=-2s_0\sin\omega t$ and $s_a+s_b=2s_0$, so
$$\phi_a-\phi_b=\frac{2ens_0^2}{\varepsilon_0}\sin\omega t
=\frac{2s_0}{\omega\varepsilon_0A}\,I_0\sin\omega t ,$$
where one factor $ens_0$ was replaced by $I_0/(\omega A)$. The voltage lags the current by a quarter period, as in a capacitor, with
$$X_s=\frac{2s_0}{\omega\varepsilon_0A}.$$
Each sheath is nonlinear, but in this symmetric model the quadratic terms cancel in the pair.

**Mean voltage.** The voltage drop of one sheath is $(ens_0^2/2\varepsilon_0)(1-\sin\omega t)^2$. The cycle average of $(1-\sin\omega t)^2$ is $1+\tfrac12=\tfrac32$, so
$$\bar V=\frac{3ens_0^2}{4\varepsilon_0}.$$

**Resistance due to the ions.** Let ions enter each sheath at the Bohm speed $u_B=\sqrt{k_BT_e/M}$, with $M$ the ion mass. They carry a steady current $enu_BA$ through the mean voltage $\bar V$. There is no other source of energy, so the generator supplies this power. Setting it equal to $\tfrac12I_0^2R_{\rm ion}$ for two sheaths,
$$R_{\rm ion}=\frac{4enu_BA\bar V}{I_0^2}
=\frac{4enu_BA}{(en\omega As_0)^2}\cdot\frac{3ens_0^2}{4\varepsilon_0}
=\frac{3u_B}{\varepsilon_0\omega^2A}.$$
In this uniform model density and current cancel: the ion power, like the Joule power of a resistor, grows as $I_0^2$.

**Numbers.** With 300 W absorbed in 2 Ω, $I_0=\sqrt{2P/R}=\sqrt{300}=17.32$ A. The electrode area is 706.9 cm². The formulas give $s_0=1.795$ mm, $X_s=67.33\ \Omega$ and $\bar V=437$ V. With $u_B=2692$ m/s, $R_{\rm ion}=1.78\ \Omega$. The neglect of the ion current beside the displacement current is justified here, since their ratio is $u_B/(\omega s_0)\approx0.018$.

The bulk adds a little. For electrons with collision rate $\nu$, the momentum equation $m(j\omega+\nu)v=-eE$ and the current density $J=-env$ give, for bulk width $d$,
$$Z_b=\frac{Ed}{JA}=\frac{md}{ne^2A}(\nu+j\omega).$$
Take $d=4$ cm, a pressure of 20 mTorr at 300 K and a rough collision coefficient of $10^{-7}\ \mathrm{cm^3/s}$. Then $\nu=6.4\times10^7\ \mathrm{s^{-1}}$ and $Z_b=(0.13+0.17j)\ \Omega$. The two resistances add to 1.91 Ω. This is close to the given 2 Ω, but only within the uniform-density model. A real sheath has fewer ions near the electrode, so the same current needs a wider sheath and a higher voltage. At the same density and power the current is then smaller, and the resistance of the discharge can be several times larger. The model therefore does not confirm the load, and $R=2\ \Omega$ remains a given value.

The mean sheath voltage corresponds to about 440 eV per ion. The ion plasma frequency is 0.245 of the drive frequency, so the ions need several cycles to cross the sheath, and their average energy is close to that given by the mean voltage. The spread about this average can still be large and is not calculated here, and collisions in the sheath would pass part of the energy to the gas before the ions reach the electrode.

### (d) Coil, currents and voltages

The coil must cancel the sheath reactance and leave the 9.80 Ω needed for the match:
$$\omega L=67.33+9.80\approx77.12\ \Omega,\qquad L=0.905\ \mu\mathrm H$$
(the sum uses unrounded terms).

At the match the source sees 50 Ω. The peak voltage across the shunt capacitor is $V=\sqrt{2PR_0}=173.2$ V, and the source current is $V/R_0=3.464$ A. The capacitor carries $V\omega C=16.97$ A. These two currents are a quarter period apart, so their squares add:
$$3.464^2+16.97^2\approx12+288=300\ \mathrm{A^2}=I_0^2 .$$
Most of the load current thus circulates through the capacitor, which must be rated for it. The coil carries 17.32 A and has a peak voltage of $17.32\times77.12\approx1336$ V.

A direct time integration of this circuit, driven by an open-circuit voltage of 346.4 V behind 50 Ω, gives 300 W in the load. This is the available power $V_{\rm gen}^2/(8R_0)$.

At 150 W, with $n$ and $R$ held fixed, the current falls by $\sqrt2$. Since $X_s\propto s_0\propto I_0/n$, the sheath reactance falls to 47.61 Ω. The coil must be reset to 0.674 μH, while $C$ stays at 1.15 nF. In a real discharge the density changes with power and $X_s$ is not simply proportional to $I_0$, so the actual coil shift will differ.

### (e) Tuning errors, losses and stray capacitance

**Tuning errors.** Keep the load fixed and raise $C$ by 10 %. The input admittance in units of $1/R_0$ becomes $1+j\delta$, with $\delta=0.1\,\omega CR_0=0.1q=0.49$. The reflected fraction of the available power is
$$|\Gamma|^2=\left|\frac{1-(1+j\delta)}{1+(1+j\delta)}\right|^2=\frac{\delta^2}{4+\delta^2}=5.7\ \%.$$

For an error $\Delta X$ in the series arm, again with the load held fixed, look back from the load. The box is lossless, so the matched source appears there as the conjugate impedance, with resistance $R$. The loop then has resistance $2R$ and an uncancelled reactance $\Delta X$. The delivered fraction is $4R^2/(4R^2+\Delta X^2)$, and the reflected fraction is
$$|\Gamma|^2=\frac{\Delta X^2}{4R^2+\Delta X^2}=\frac1{17}=5.9\ \%\quad\text{for }\Delta X=1\ \Omega .$$
One ohm is only 1.3 % of the coil reactance. For a fixed load of this size the coil therefore needs the finer adjustment.

Both figures hold only while the load impedance stays constant. In a discharge $X_s$ changes with the power. In the model of (c), with $n$ and $R$ fixed, a reflection of 5.9 % means 3 % less current, and this lowers $X_s$ by about 2 Ω. If the coil reactance was 1 Ω too high, this change adds to the error and lowers the current further. Near the match $I/I_0\approx1-\Delta X^2/(8R^2)$, so the total error in ohms obeys $\Delta X=1+2.1\,\Delta X^2$. This has no real solution, so the model has no operating point near the match. If the coil was 1 Ω too low, $\Delta X=-1+2.1\,\Delta X^2$ gives $\Delta X\approx-0.49\ \Omega$ and a reflection of only 1.5 %. This feedback rests on holding $n$ fixed: with $n\propto I_0$ the model's $X_s$ would not change with current. The reflection in a real discharge can therefore differ greatly from these fixed-load values.

**Coil loss.** A coil with a rough quality factor of 200 has a series resistance of $\omega L/200\approx0.39\ \Omega$. The source must now be matched to 2.39 Ω, so
$$C=\frac{\sqrt{50/2.39-1}}{\omega R_0}\approx1.05\ \mathrm{nF},$$
9 % below the ideal value. Only $2/2.39\approx84\ \%$ of the generator power reaches the plasma. A perfect match at the input therefore does not imply full power in the discharge.

**Stray capacitance.** Suppose that 2 Ω is the resistance of the discharge itself, and that a rough 100 pF to ground lies across it. Its reactance has size $X_p=1/(\omega C_p)\approx117\ \Omega$. The parallel combination has series resistance
$$R'=\mathrm{Re}\,\frac{-jX_p(R-jX_s)}{R-j(X_s+X_p)}
=\frac{RX_p^2}{R^2+(X_s+X_p)^2}\approx0.81\ \Omega .$$
This is the lowering found in (b). The required shunt capacitance rises to 1.83 nF without coil loss. With a coil of quality factor 200 it is 1.60 nF, and the efficiency is 76 %. A stray capacitance less than a tenth of $C$ matters this much because it competes with the sheath reactance, not with the 50 Ω of the source.

**The real case.** The frequency, electrode size, pressure, density and power are rough values for an argon capacitive etch reactor. The load impedance is not measured: it combines the given $R$ with the reactance of the uniform-density model. Stray capacitance is the largest of the corrections to $C$ evaluated here: it moves $C$ by about 60 % if 2 Ω describes the plasma alone, and by nothing if 2 Ω is the value at the terminals, as the problem states. Real sheaths also have an ion density that falls toward the electrode. This changes the results of (c) strongly, both in size and in their dependence on current and density: at fixed density and electron temperature, $X_s$ then grows faster than $I_0$, and the ion power faster than $I_0^2$. In a real discharge the density rises with the current, and $X_s$ can then grow more slowly than $I_0$. The sheath and coil values above illustrate the method and are not predictions for a reactor, whereas the formula for $C$ needs only the series resistance at the terminals. Reactors with unequal electrodes lose the cancellation between the sheaths. From $(1-\sin\omega t)^2=\tfrac32-2\sin\omega t-\tfrac12\cos2\omega t$, one sheath driven by a sinusoidal current has a second voltage harmonic equal to 0.25 of the fundamental. The match derived here applies to the fundamental alone.

The values used above are listed in the numerical output.

## Values computed for the example and the checks

```
Source resistance R0: 50 ohm
Load series resistance R: 2 ohm
Frequency: 13.56 MHz
Angular frequency: 8.52e+07 rad/s
Ratio q = X/R: 4.899
Net series reactance X: 9.798 ohm
Shunt susceptance: 97.98 mS
SHUNT CAPACITANCE C: 1.15 nF
Other solution: shunt inductor: 119.8 nH
Absorbed power: 300 W
Electrode diameter: 300 mm
Electrode area: 706.9 cm2
Plasma density: 1e+10 cm^-3
Electron temperature: 3 eV
Pressure: 20 mTorr
Gas temperature: 300 K
Bulk width: 4 cm
Bohm speed: 2692 m/s
Edge amplitude s0: 1.795 mm
Sheath-pair reactance size Xs: 67.33 ohm
Mean voltage of one sheath: 437.3 V
Ion-power resistance estimate: 1.78 ohm
Coil reactance: 77.12 ohm
Coil inductance: 0.9052 uH
Xs at half power (150 W): 47.61 ohm
Coil inductance at half power: 0.6738 uH
C at half power: 1.15 nF
Load current, peak: 17.32 A
Source current, peak: 3.464 A
Shunt-capacitor current, peak: 16.97 A
Shunt-capacitor voltage, peak: 173.2 V
Coil voltage, peak: 1336 V
Generator open-circuit voltage, peak: 346.4 V
Time-domain power in load: 300 W
Reflected power, C 10% high: 5.66 %
Reflected power, X 1 ohm high: 5.88 %
Reflected power, C rounded to 1.15 nF: 1e-08 %
Assumed coil quality factor: 200
Coil loss resistance: 0.39 ohm
C with coil loss: 1.048 nF
Power efficiency with coil loss: 83.7 %
Assumed stray capacitance: 100 pF
Terminal resistance with stray: 0.808 ohm
C with stray, no coil loss: 1.832 nF
C with stray and coil loss: 1.597 nF
Efficiency with stray and coil loss: 76.4 %
Assumed electron collision coefficient: 1e-07 cm3/s
Electron collision rate: 6.44e+07 1/s
Bulk resistance: 0.13 ohm
Bulk inductive reactance: 0.17 ohm
Second/first voltage harmonic, one sheath: 0.25
Ion plasma frequency / drive frequency: 0.245
```
